# Long-lived radicals in pulsed plasmas follow cycle-averaged electron-impact production

## The situation

A processing plasma is switched on for 25 µs and off for 75 µs, over and over. While the power is on, hot electrons break feed-gas molecules into radicals. When it goes off, the electrons cool within microseconds and dissociation nearly stops. A radical that reacts poorly with the walls may survive for milliseconds. Does its density follow the pulses, or does it settle to a value that hardly notices them? If it settles, which average of the electron properties fixes that value?

Let $n(t)$ be the radical density. It and its production are taken as uniform, with wall loss acting as a simple frequency. This suits a radical that reacts poorly with the walls, because diffusion then evens out the density faster than the walls remove it. At the pressure chosen here, radicals such as O, CH$_3$ or CF$_2$ need from a few tenths of a millisecond to about a millisecond to diffuse across a 5 cm gap, and this time grows as the square of the gap. With a 5 ms wall lifetime their density is then uniform only to roughly 10 to 30%, and less so in wider chambers. Their diffusion takes longer than the 100 µs pulse period, so where production is uneven, the local ripple differs from the uniform result. Hydrogen atoms in H$_2$ diffuse several times faster and are an exception. For the heavier radicals, lifetimes of 500 µs and less, used below for comparison, are too short for this picture. They stand for a linear loss in the gas itself, such as a reaction with feed molecules. The shortest, 5 µs, needs a rate coefficient of $2\times10^{-16}$ m$^3$ s$^{-1}$ at the gas density used below, close to reaction at every collision. Let $n_g$ be the feed-gas density, $n_e$ the electron density, $T_e$ the electron temperature in eV and $k(T_e)$ the dissociation rate coefficient for a Maxwellian distribution. The production rate is

$$G(t)=n_g\,k(T_e(t))\,n_e(t)\ge 0 .$$

The plasma waveforms are prescribed and have period $T$, and no other reaction makes the radical. Angle brackets denote the average over one full period, afterglow included: $\langle G\rangle=\frac1T\int_0^T G\,dt$. At first $n_g$ is constant and the radical has a constant lifetime $\tau$:

$$\frac{dn}{dt}=G(t)-\frac{n}{\tau}. \tag{1}$$

## Simplest case: rectangular production

Let $G=g$ during the on-time $t_{on}$ and $G=0$ for the rest of the period, so that $\langle G\rangle=g\,t_{on}/T$. Call the density at switch-on $n_-$ and at switch-off $n_+$. During the on-time, (1) relaxes $n$ towards $g\tau$; afterwards it relaxes towards zero. With

$$a=e^{-t_{on}/\tau},\qquad b=e^{-(T-t_{on})/\tau},$$

the two intervals give

$$n_+=g\tau(1-a)+a\,n_-,\qquad n_-=b\,n_+ ,$$

where the second relation uses periodicity. Substituting it into the first,

$$n_+=g\tau\,\frac{1-a}{1-ab},\qquad n_+-n_-=g\tau\,\frac{(1-a)(1-b)}{1-ab}. \tag{2}$$

**Limit $\tau\gg T$.** All exponents are small: $1-a\simeq t_{on}/\tau$, $1-b\simeq(T-t_{on})/\tau$ and $1-ab\simeq T/\tau$. Hence

$$n_+\simeq \tau\langle G\rangle,\qquad n_+-n_-\simeq\langle G\rangle(T-t_{on}).$$

Relative to $\tau\langle G\rangle$, the swing is $(T-t_{on})/\tau$. The density is nearly steady.

**Limit $t_{on}\ll\tau\ll T$.** The radical outlives the pulse but not the afterglow. Now $1-a\simeq t_{on}/\tau$, while $b$ and $ab$ are negligible. Then $n_+\simeq g\,t_{on}=T\langle G\rangle$ and $n_-\simeq0$. The swing is $T/\tau$ times the mean, which is large.

Two cases with the same 25 µs pulse and the same 250 µs lifetime show the difference. With a period of 50 µs the estimate is $25/250=0.10$, and the computed swing over mean is 0.0999. With a period of 2500 µs, (2) gives $(2500/25)(1-e^{-0.1})\simeq9.5$, as computed, and the minimum falls to about $5\times10^{-4}$ of the mean. A lifetime ten times the pulse length is therefore not sufficient. A lifetime long compared with the whole period is sufficient for any on-time. If the off-time is only a small part of the period, less is needed: since $(1-a)/(1-ab)\le1$ and $1-b\le(T-t_{on})/\tau$, (2) bounds the swing over mean by $(T/t_{on})(T-t_{on})/\tau$, which is small once the lifetime is long compared with the off-time.

## Any pulse shape, constant lifetime

Integrate (1) over one period in the periodic state. The left side gives $n(T)-n(0)=0$, so

$$\langle n\rangle=\tau\langle G\rangle. \tag{3}$$

No approximation was made: for constant linear loss this mean holds at any $T/\tau$. What a long lifetime adds is that the density at each instant stays near the mean.

To see how near, multiply (1) by $e^{t/\tau}$. The left side and the loss term combine into a total derivative:

$$\frac{d}{dt}\left(n\,e^{t/\tau}\right)=G\,e^{t/\tau}.$$

Integrate from $t-T$ to $t$, use $n(t-T)=n(t)$, divide by $e^{t/\tau}$ and set $s=t-t'$, where $t'$ is the integration variable:

$$n(t)\left(1-e^{-T/\tau}\right)=\int_0^T G(t-s)\,e^{-s/\tau}ds. \tag{4}$$

The weight $e^{-s/\tau}$ is the probability that a radical made a time $s$ ago is still present. It lies between $e^{-T/\tau}$ and 1, and $G$ is nowhere negative, so the integral lies between $e^{-T/\tau}T\langle G\rangle$ and $T\langle G\rangle$. Write $\varepsilon=T/\tau$ and divide by $\tau\langle G\rangle(1-e^{-\varepsilon})$:

$$\frac{\varepsilon}{e^{\varepsilon}-1}\le\frac{n(t)}{\tau\langle G\rangle}\le\frac{\varepsilon}{1-e^{-\varepsilon}}. \tag{5}$$

Putting both limits over the denominator $1-e^{-\varepsilon}$, the width of this window is

$$\frac{\varepsilon-\varepsilon e^{-\varepsilon}}{1-e^{-\varepsilon}}=\varepsilon .$$

So the swing never exceeds $T\langle G\rangle$, the number of radicals made per volume in one period, whatever the pulse shape.

**Limit of small $\varepsilon$.** The window becomes $1\pm\varepsilon/2$ to first order and closes on the mean as $\varepsilon\to0$.

**Limit of a very narrow pulse.** For $t_{on}\to0$ at fixed $\langle G\rangle$, $g\tau(1-a)\to T\langle G\rangle$ and $b\to ab$ in (2), so the swing tends to $T\langle G\rangle$. The bound cannot be lowered for general shapes. A computed pulse of 0.25 µs in a 100 µs period, with $\tau=500$ µs, reaches 0.9975 of it.

## A pulse with heating and cooling electrons

Take round model parameters. The period is $T=100$ µs and $t_{on}=25$ µs. During the on-time $T_e=3$ eV; afterwards it relaxes to 0.3 eV with a time constant of 5 µs. The electron density rises towards $n_p=10^{17}$ m$^{-3}$ with a time constant of 20 µs and decays with one of 50 µs. Over the two intervals the exponential factors are $r=e^{-25/20}=0.287$ and $f=e^{-75/50}=0.223$. The relations for the end values have the same form as those above (2), so the density at switch-off is

$$n_p\frac{1-r}{1-rf}=7.62\times10^{16}\ \text{m}^{-3},$$

and at switch-on it is $f$ times this, $1.70\times10^{16}$ m$^{-3}$. The feed density is $10^{21}$ m$^{-3}$, or 4.1 Pa at 300 K. The rate coefficient is

$$k=K_0e^{-E/T_e},\qquad K_0=10^{-14}\ \text{m}^3\,\text{s}^{-1},\quad E=10\ \text{eV}.$$

Quadrature of the product $k\,n_e$ over the period gives

$$\langle G\rangle=5.06\times10^{21}\ \text{m}^{-3}\,\text{s}^{-1}.$$

About 7% of this is produced after switch-off, while the electrons are still cooling. An average over the on-time alone would miss it.

Averaging the electron properties first gives a different answer. Here $\langle T_e\rangle=1.11$ eV and $\langle n_e\rangle=4.28\times10^{16}$ m$^{-3}$. At 1.11 eV the exponential is $e^{-9.0}\simeq1.2\times10^{-4}$, whereas at 3 eV it is $3.6\times10^{-2}$. As a result $n_gk(\langle T_e\rangle)\langle n_e\rangle$ is only 1.0% of $\langle G\rangle$. The radical remembers how many dissociations occurred, not the mean electron temperature.

Averaging $k$ and $n_e$ separately is better but still low: $n_g\langle k\rangle\langle n_e\rangle$ is 0.80 of $\langle G\rangle$. The missing part is the covariance,

$$\langle k n_e\rangle=\langle k\rangle\langle n_e\rangle+\langle(k-\langle k\rangle)(n_e-\langle n_e\rangle)\rangle ,$$

which is positive here: weighted by $k$, the mean electron density is $1/0.80\simeq1.26$ times its plain time average (using the unrounded ratio).

For a lifetime of 5 ms, (3) gives

$$\tau\langle G\rangle=(5\times10^{-3}\ \text{s})(5.06\times10^{21}\ \text{m}^{-3}\,\text{s}^{-1})=2.53\times10^{19}\ \text{m}^{-3}.$$

Direct integration of (1), started from zero and continued until periodic, gives the following extremes in units of $\tau\langle G\rangle$:

| $\tau$ (µs) | $T/\tau$ | minimum | maximum |
|---|---|---|---|
| 5000 | 0.02 | 0.993 | 1.007 |
| 500 | 0.2 | 0.932 | 1.076 |
| 50 | 2 | 0.432 | 1.836 |
| 5 | 20 | $2\times10^{-6}$ | 4.83 |

In all four rows the mean is 1 within the numerical tolerance, as (3) requires, and the extremes pass the test against (5). For $\tau=500$ µs, for example, the window runs from 0.903 to 1.103.

Late in the on-time, the last row approaches the opposite limit. If $G$ changes little during a lifetime, (1) gives $n\simeq\tau G(t)$, and the radical follows its production rate. This fails after switch-off, where $G$ falls faster than the radical is lost and $n$, after a few microseconds, decays with its own lifetime. At switch-off $G/\langle G\rangle$ is about 5.4, from the values above. The maximum of 4.83, reached about 0.2 µs after switch-off, is lower because during the on-time $n$ relaxes towards a target $\tau G$ that is itself still rising, and so stays behind it.

## The small ripple

The bound does not give the waveform of the ripple. For that, define the zero-mean periodic function $A(t)$ by

$$\frac{dA}{dt}=G-\langle G\rangle,\qquad\langle A\rangle=0.$$

It is periodic because its derivative has zero average. Write $n=\tau\langle G\rangle+A+r$. Equation (3) then gives $\langle r\rangle=0$. Subtracting $dA/dt$ from (1),

$$\frac{dr}{dt}=G-\frac n\tau-G+\langle G\rangle=-\frac{n-\tau\langle G\rangle}{\tau}.$$

Both $n$ and its mean lie in a window of width $T\langle G\rangle$, so $|dr/dt|\le T\langle G\rangle/\tau$. A continuous function with zero mean vanishes somewhere in the period, and every instant is within $T$ of such a zero. Therefore

$$n=\tau\langle G\rangle+A(t)+r,\qquad |r|\le\frac{T^2\langle G\rangle}{\tau}. \tag{6}$$

Relative to the mean, $A$ is at most of order $\varepsilon$ and $r$ at most of order $\varepsilon^2$. To leading order the ripple is the running excess of production over its average; loss merely removes the average.

**Check on the rectangular case.** During the on-time $A$ rises by $(g-\langle G\rangle)t_{on}$. Since $g\,t_{on}=T\langle G\rangle$, this equals $\langle G\rangle(T-t_{on})$, the swing found from (2).

For the heated-electron pulse with $\tau=5$ ms, $A$ predicts a swing of 1.43% of the mean, and integration gives 1.43%. The general bound is 2%. The largest error of the ripple formula is about $2\times10^{-5}$ of the mean, below the bound $\varepsilon^2=4\times10^{-4}$.

## Switching on the pulse train

Start from $n(0)=0$ at a switch-on. If $\tau\gg T$, the density builds up over many periods. Let $n_{per}(t)$ be the periodic solution. The difference of two solutions of (1) has no source and decays as $e^{-t/\tau}$, so

$$n(t)=n_{per}(t)-n_{per}(0)e^{-t/\tau}.$$

Replacing $G$ by its average gives the slow equation

$$\frac{dN}{dt}=\langle G\rangle-\frac N\tau,\qquad N(t)=\tau\langle G\rangle\left(1-e^{-t/\tau}\right).$$

With $d=n_{per}-\tau\langle G\rangle$, subtraction gives

$$n(t)-N(t)=d(t)-d(0)e^{-t/\tau}.$$

The values of $d$ fill an interval that contains zero and is no wider than $T\langle G\rangle$. The number $d(0)e^{-t/\tau}$ lies between $d(0)$ and zero, hence in the same interval. Two points of an interval differ by at most its width:

$$|n(t)-N(t)|\le T\langle G\rangle\quad\text{for all }t\ge0. \tag{7}$$

For $\tau\gg T$ this is small relative to the final density, but not relative to $N$ during the first few periods, when only a few pulses' worth of radicals exists. With such a lifetime, the averaged equation describes the build-up once $t\gg T$.

In the 5 ms example the largest deviation is $0.715\,T\langle G\rangle$. After one lifetime, $N/(\tau\langle G\rangle)=1-e^{-1}=0.632$, while integration gives 0.628. The offset follows from the phase: 5 ms is 50 whole periods, so $d(t)=d(0)$ and $n-N=d(0)(1-e^{-1})$. At switch-on the density is at its minimum, with $d(0)=-0.0069\,\tau\langle G\rangle$, and $0.632\times0.0069=0.004$.

## Losses that are modulated or nonlinear

Electrons may also destroy the radical, and radicals may recombine with each other. Replace (1) by

$$\frac{dn}{dt}=G(t)-L(n,t),\qquad L=\nu(t)n+\beta n^2, \tag{8}$$

with $\nu>0$ of period $T$ and constant $\beta\ge0$. The factor for the number of radicals lost per recombination is contained in $\beta$.

**A periodic state exists and attracts.** For two non-negative solutions, subtraction and $n_1^2-n_2^2=(n_1+n_2)(n_1-n_2)$ give

$$\frac{d(n_1-n_2)}{dt}=-\left[\nu+\beta(n_1+n_2)\right](n_1-n_2).$$

Their distance shrinks over each period by at least the factor $e^{-\langle\nu\rangle T}<1$. The density cannot become negative, since $dn/dt=G\ge0$ at $n=0$. The map from the density at the start of a period to that at its end is thus a contraction of the non-negative numbers into themselves. It has one fixed point, to which all starting values converge.

**The central value.** Define $n_0$ as the positive root of the averaged balance

$$\langle\nu\rangle n_0+\beta n_0^2=\langle G\rangle. \tag{9}$$

Integrating (8) over a period gives $\langle L(n(t),t)\rangle=\langle G\rangle$. At every instant $L$ increases with $n$, so replacing $n(t)$ by its minimum lowers the average loss, and replacing it by its maximum raises it:

$$\langle\nu\rangle n_{min}+\beta n_{min}^2\le\langle G\rangle\le\langle\nu\rangle n_{max}+\beta n_{max}^2 .$$

Comparison with (9) shows $n_{min}\le n_0\le n_{max}$.

**The swing.** Integrate (8) from a minimum to the next maximum, less than a period later. Loss can only reduce the rise, so

$$n_{max}-n_{min}=\int(G-L)\,dt\le\int G\,dt\le T\langle G\rangle.$$

Since $n(t)$ and $n_0$ both lie between the extremes,

$$\left|\frac{n(t)}{n_0}-1\right|\le\frac{T}{\tau_{eff}},\qquad \tau_{eff}=\frac{n_0}{\langle G\rangle}=\frac{1}{\langle\nu\rangle+\beta n_0}. \tag{10}$$

The last equality is (9) divided by $n_0$. This is the general form of the averaging statement: when the effective lifetime is much longer than the period, production enters through $\langle G\rangle$, with corrections of relative size at most $T/\tau_{eff}$.

**Limits.** For $\beta=0$ and constant $\nu=1/\tau$, (9) returns $n_0=\tau\langle G\rangle$. If recombination dominates, $n_0\simeq\sqrt{\langle G\rangle/\beta}$, and doubling the average production raises the density by only $\sqrt2$. The loss law still decides how the density depends on $\langle G\rangle$.

As an example, keep the 200 s$^{-1}$ wall loss, add electron-impact loss with coefficient $2\times10^{-15}$ m$^3$ s$^{-1}$, held constant while $T_e$ changes, and set $\beta=5\times10^{-18}$ m$^3$ s$^{-1}$. Then $\langle\nu\rangle=200+86=286$ s$^{-1}$. The root is $n_0=1.42\times10^{19}$ m$^{-3}$, for which $\beta n_0=71$ s$^{-1}$. The total of about 357 s$^{-1}$ gives $\tau_{eff}=2.8$ ms and $T/\tau_{eff}=0.036$. The computed density stays between 0.988 and 1.013 of $n_0$.

With all losses multiplied by 50, the constant part now standing for a loss in the gas, $T/\tau_{eff}=1.4$. This is an extreme case: $\beta=2.5\times10^{-16}$ m$^3$ s$^{-1}$ is near the gas-kinetic collision rate coefficient. The density then ranges from 0.57 to 1.55 of $n_0$, and its mean is $0.966\,n_0$. The exact mean rule (3) no longer applies. Splitting $n$ and $\nu$ into means and deviations $\tilde n,\tilde\nu$ and subtracting the averaged balance from (9) gives

$$(n_0-\langle n\rangle)\left[\langle\nu\rangle+\beta(n_0+\langle n\rangle)\right]=\langle\tilde\nu\tilde n\rangle+\beta\langle\tilde n^2\rangle.$$

The recombination term lowers the mean; the correlation term can have either sign. Here their sum is positive.

**Feed depletion.** Suppose each radical replaces one feed molecule and returns to feed when lost. The available feed is $n_g-n$, and production becomes $G(1-n/n_g)$. This is (8) with $\nu=1/\tau+G/n_g$ and $\beta=0$. In the 5 ms example $\langle G\rangle/n_g=5.1$ s$^{-1}$, to be added to 200 s$^{-1}$, so $n_0$ falls from $2.53\times10^{19}$ to $2.47\times10^{19}$ m$^{-3}$, in agreement with integration.

## Same average, different pulses

Return to constant linear loss and compare two rectangular production pulses, 5 µs and 50 µs long, with the same 100 µs period and the same $\langle G\rangle$ as before. The shorter pulse is ten times as intense.

For $\tau=5$ ms the peak densities are $2.553\times10^{19}$ and $2.542\times10^{19}$ m$^{-3}$, a difference of 0.4%. Equation (6) accounts for it: $A$ is a sawtooth of straight lines, so its mean lies midway between its extremes, and the peaks exceed $\tau\langle G\rangle$ by $\frac12\langle G\rangle(T-t_{on})$. These excesses are $2.4\times10^{17}$ and $1.3\times10^{17}$ m$^{-3}$.

For $\tau=5$ µs the peaks are $3.2\times10^{17}$ and $5.1\times10^{16}$ m$^{-3}$. Their ratio of 6.3 is the tenfold intensity times $1-e^{-1}$, because the short pulse lasts one lifetime and does not reach its plateau.

Pulse shape can therefore change the instantaneous density of short-lived species while leaving that of long-lived ones nearly fixed, provided that $\langle G\rangle$ and the losses stay the same. Equal average power does not by itself ensure this, since $\langle G\rangle$ depends on the waveforms of $T_e$ and $n_e$ through $\langle k n_e\rangle$. If pulsing also changes the gas temperature or the wall reactivity, $\nu$ and $\beta$ can change. At fixed pressure a hotter gas also has a lower $n_g$, which lowers $\langle G\rangle$ for the same electron waveforms. In such cases $n_0$ must be found again from (9). The full set of values is in the numerical output.

## Numbers as computed

```
period 100 us, on-time 25 us
Te on 3.0 eV, floor 0.3 eV, cooling time 5 us
n_e plateau 1.0e+17 m^-3, rise time 20 us, decay time 50 us
n_e at switch-on 1.701e+16, at switch-off 7.622e+16 m^-3
gas density 1.0e+21 m^-3, pressure at 300 K 4.14 Pa
K0 1.0e-14 m^3/s, E_DISS 10 eV, k(Te on) 3.567e-16 m^3/s
<Te> 1.110 eV, <n_e> 4.276e+16 m^-3
<G> 5.0586e+21 m^-3 s^-1, afterglow share 7.21 %
n_gas k(<Te>)<n_e> / <G> = 1.034e-02
n_gas <k><n_e> / <G> = 0.7954
production per period T<G> = 5.0586e+17 m^-3
lifetime scan, densities divided by tau<G>:
 tau 5000 us: T/tau 0.02, mean 1.000000, min 9.931e-01, max 1.00748
 tau 500 us: T/tau 0.20, mean 1.000000, min 9.321e-01, max 1.07594
 tau 50 us: T/tau 2.00, mean 1.000000, min 4.319e-01, max 1.83550
 tau 5 us: T/tau 20.00, mean 1.000000, min 2.047e-06, max 4.82872
tau 5 ms case: tau<G> = 2.5293e+19 m^-3, 2.53 % of gas density
 min 2.5119e+19, max 2.5482e+19 m^-3
 swing/mean: computed 1.4346 %, from ripple formula 1.4340 %, bound 2.00 %
 largest ripple-formula error / mean 2.24e-05
build-up: n(tau)/(tau<G>) 0.6278, averaged equation 0.6321
 largest deviation during build-up 0.715 T<G>
narrow pulse (0.25 us): swing 0.9975 T<G>
equal <G>, rectangular production for 5 us or 50 us per period:
 tau 5000 us: peak densities 2.5534e+19, 2.5420e+19 m^-3
 tau 5 us: peak densities 3.1977e+17, 5.0584e+16 m^-3
with feed depletion: mean 2.4669e+19, n0 2.4669e+19 m^-3
modulated loss 2e-15 m^3/s * n_e, beta 5e-18 m^3/s, wall loss 200 s^-1
 losses x1: n0 1.4190e+19 m^-3, tau_eff 2805.2 us, T/tau_eff 0.0356
  n/n0: mean 0.99946, min 0.98795, max 1.01290
 losses x50: n0 3.5216e+17 m^-3, tau_eff 69.6 us, T/tau_eff 1.4364
  n/n0: mean 0.96603, min 0.56683, max 1.55047
rectangular pulse 25 us, lifetime 250 us, two periods:
 period 50 us: swing/mean 0.0999, min/mean 9.500e-01
 period 2500 us: swing/mean 9.5162, min/mean 4.775e-04
```
